\section*{The electron-nucleus cusp condition derived in two ways}

\section{What scaling and symmetry already fix}

An electron of mass $m$ moves near a point nucleus of charge $Ze$. How steeply can its wavefunction $\psi$ change at the nucleus? The relative slope, $(d\psi/dr)/\psi$ at $r=0$, is an inverse length, so we ask which inverse lengths are available.

The kinetic energy carries the constant $\hbar^2/m$, with dimension energy times length squared. The attraction carries $Ze^2/(4\pi\varepsilon_0)$, with dimension energy times length. Their ratio is an inverse length:
\begin{equation}
\frac{Ze^2/(4\pi\varepsilon_0)}{\hbar^2/m}=\frac{Z}{a_0},
\qquad a_0=\frac{4\pi\varepsilon_0\hbar^2}{me^2}.
\end{equation}
The total energy $E$ would supply another length, $\hbar/\sqrt{m|E|}$, so dimensions alone do not settle the matter. At a small distance $r$, however, the Coulomb energy grows as $1/r$ while $E$ stays fixed. This suggests that $E$ drops out at the nucleus, and that the relative slope is a pure number times $Z/a_0$.

Symmetry restricts the statement further. The nuclear attraction has no preferred direction, but the surroundings may have one, and they can add to $\psi$ a term linear in position, $\mathbf a\cdot\mathbf r$. Such a term takes opposite values at $\mathbf r$ and $-\mathbf r$, so it vanishes in an average over directions. A universal slope can therefore be expected for the spherical average
\begin{equation}
\bar\psi(r)=\frac{1}{4\pi}\int_0^{2\pi}\!d\varphi\int_0^{\pi}\!d\theta\,\sin\theta\;\psi(r,\theta,\varphi).
\end{equation}
The expected form is $\bar\psi'(0)=-C\,(Z/a_0)\,\psi(0)$. Two derivations will show that $C=1$.

\section{The averaged Schr\"odinger equation}

From here on we use Hartree atomic units, in which $\hbar=m=e^2/(4\pi\varepsilon_0)=1$. Lengths are in bohr ($a_0$) and energies in hartree. The nucleus is a fixed point at the origin, and the treatment is non-relativistic. Let $w(\mathbf r)$ be any further potential acting on the electron. A stationary state obeys
\begin{equation}
-\tfrac12\nabla^2\psi-\frac{Z}{r}\psi=q,\qquad q=(E-w)\psi .
\label{eq:se}
\end{equation}
We assume that $\psi$ is bounded and continuous, that it is twice continuously differentiable near the nucleus except at the nucleus itself, and that $|q|\le M$ there for some constant $M$. The last condition holds whenever $w$ is bounded near the nucleus. We take $\psi$ real; a complex $\psi$ is treated by applying the argument to its real and imaginary parts.

In spherical coordinates
\begin{equation}
\nabla^2\psi=\frac1{r^2}\frac{\partial}{\partial r}\!\left(r^2\frac{\partial\psi}{\partial r}\right)
+\frac{1}{r^2}\left[\frac{1}{\sin\theta}\frac{\partial}{\partial\theta}\!\left(\sin\theta\frac{\partial\psi}{\partial\theta}\right)+\frac{1}{\sin^2\theta}\frac{\partial^2\psi}{\partial\varphi^2}\right].
\end{equation}
To average, we multiply by $\sin\theta$ and integrate over both angles. The $\theta$ term then integrates to $\sin\theta\,\partial\psi/\partial\theta$ between $0$ and $\pi$, which is zero because $\sin\theta$ vanishes at both ends. The $\varphi$ term integrates to the difference of $\partial\psi/\partial\varphi$ between $\varphi=2\pi$ and $\varphi=0$, which is zero because these are the same point. The radial part alone survives. Since $Z/r$ is constant on a sphere, equation (\ref{eq:se}) becomes
\begin{equation}
-\frac{1}{2r^2}\left(r^2\bar\psi'\right)'-\frac Zr\bar\psi=\bar q .
\label{eq:avg}
\end{equation}
Here $\bar q$ is the average of $q$, so $|\bar q|\le M$ as well. By continuity, $\bar\psi(r)\to\psi(0)$ as $r\to0$.

\section{First derivation: cancelling the singular terms}

Carrying out the derivative gives $(r^2\bar\psi')'=r^2\bar\psi''+2r\bar\psi'$. Equation (\ref{eq:avg}) then reads
\begin{equation}
-\tfrac12\bar\psi''-\frac{\bar\psi'}{r}-\frac{Z\bar\psi}{r}=\bar q .
\label{eq:sing}
\end{equation}
The factor 2 from differentiating $r^2$ has cancelled the $\tfrac12$ of the kinetic energy. Two terms carry an explicit $1/r$: the Coulomb energy and the first-derivative part of the radial kinetic energy. The right side is bounded, so if $\bar\psi''$ is well behaved these two must cancel each other.

To make this precise, assume that $r\bar\psi''\to0$ as $r\to0$. This is true, for instance, if $\bar\psi''$ is bounded. Multiplying (\ref{eq:sing}) by $r$ and solving for the slope gives
\begin{equation}
\bar\psi'(r)=-Z\bar\psi(r)-\tfrac12 r\bar\psi''(r)-r\bar q(r).
\end{equation}
The second term vanishes in the limit by assumption, and the third because $\bar q$ is bounded. Hence
\begin{equation}
\boxed{\;\lim_{r\to0}\frac{d\bar\psi}{dr}=-Z\,\psi(0)\;}
\label{eq:cusp}
\end{equation}
which is the cusp condition, with $C=1$. If $\psi(0)=0$, as in a $p$ state, both sides are zero.

A trial function shows what happens when the cancellation is missed. For $\psi=e^{-ar}$ we have $\psi'=-a\psi$ and $\psi''=a^2\psi$. With $w=0$, the local energy is
\begin{equation}
\frac{H\psi}{\psi}=-\frac{a^2}{2}+\frac{a}{r}-\frac Zr=-\frac{a^2}{2}+\frac{a-Z}{r}.
\end{equation}
Take $Z=3$ and the slightly wrong exponent $a=2.8$. At $r=0.1$ the local energy is $-3.92-2.00=-5.92$ hartree, and at $r=0.001$ it is $-3.92-200=-203.92$ hartree. With $a=Z=3$ it is $-4.5$ hartree at both distances. A small error in the spherically averaged slope at the nucleus thus gives a local energy that diverges there.

\section{Second derivation: integrating outward from the nucleus}

The second route makes no assumption about $\bar\psi''$ at the nucleus. Multiplying (\ref{eq:avg}) by $-2r^2$ and moving the Coulomb term to the right gives
\begin{equation}
\left(r^2\bar\psi'\right)'=-2Zr\bar\psi-2r^2\bar q .
\label{eq:flux}
\end{equation}
We integrate from a small radius $\epsilon$ to $r$:
\begin{equation}
r^2\bar\psi'(r)-\epsilon^2\bar\psi'(\epsilon)
=-2Z\int_\epsilon^r s\,\bar\psi\,ds-2\int_\epsilon^r s^2\bar q\,ds .
\end{equation}
Both integrands are bounded, so the right side has a limit as $\epsilon\to0$. Therefore $\epsilon^2\bar\psi'(\epsilon)$ also has a limit, which we call $c$.

This limit must be zero. Suppose that $c\neq0$. Then, below some radius $r_1$, the slope keeps the sign of $c$ and satisfies $|\bar\psi'(s)|\ge|c|/(2s^2)$. Integrating this inequality gives
\begin{equation}
|\bar\psi(r_1)-\bar\psi(\epsilon)|\ge\frac{|c|}{2}\int_\epsilon^{r_1}\frac{ds}{s^2}
=\frac{|c|}{2}\left(\frac1\epsilon-\frac1{r_1}\right),
\end{equation}
which grows without limit as $\epsilon\to0$. That contradicts the boundedness of $\psi$, so $c=0$. Dividing by $r^2$ leaves
\begin{equation}
\bar\psi'(r)=-\frac{2Z}{r^2}\int_0^r s\,\bar\psi(s)\,ds-\frac{2}{r^2}\int_0^r s^2\,\bar q(s)\,ds .
\label{eq:int}
\end{equation}

The weight $2s/r^2$ integrates to one between $0$ and $r$. The first term is therefore $-Z$ times a weighted mean of $\bar\psi$ over that interval. As the interval shrinks, continuity makes this mean tend to $\psi(0)$. The second term obeys
\begin{equation}
\left|\frac{2}{r^2}\int_0^r s^2\bar q\,ds\right|\le\frac{2M}{r^2}\,\frac{r^3}{3}=\frac{2Mr}{3}\longrightarrow0 .
\end{equation}
What remains is (\ref{eq:cusp}) again.

Equation (\ref{eq:int}) can be read like Gauss's law. The quantity $4\pi r^2\bar\psi'$ is the flux of $\nabla\psi$ through a small sphere. The Coulomb term acts as a source whose strength inside the sphere grows as $r^2$, just fast enough to leave a finite slope. A bounded source has a strength that grows at most as $r^3$ and leaves none.

The same reasoning shows what happens if the nuclear charge is spread over a finite volume so that its potential is bounded. The whole attraction then belongs to $q$, the singular term is absent, and the slope of $\bar\psi$ at the centre is zero. If instead $w$ contains a term $\lambda/r$, it is not bounded. It must be combined with the nuclear attraction, and $Z$ is replaced by $Z-\lambda$.

\section{What each derivation assumes}

Both derivations use a point nucleus, the averaged equation (\ref{eq:avg}), a bounded $q$ and the continuity of $\psi$. They differ in how they treat the behaviour of $\bar\psi$ at the origin.

The first derivation assumes that $r\bar\psi''\to0$. This makes it short and shows directly which terms cancel, but the assumption concerns the very point where the equation is singular. It also excludes by hypothesis a solution that behaves as $1/r$, for which $r\bar\psi''=2/r^2$ diverges.

The second derivation excludes the $1/r$ behaviour because $\psi$ is bounded, and it needs nothing about the second derivative. It even proves what the first one assumed. Solving (\ref{eq:sing}) for the second derivative gives
\begin{equation}
r\bar\psi''=-2\left(\bar\psi'+Z\bar\psi\right)-2r\bar q .
\end{equation}
Once (\ref{eq:cusp}) is known from the second derivation, the bracket tends to zero, and so does the whole right side. The second derivation also yields an equation valid at finite $r$, with a bound on the part that does not come from the nucleus.

\section{Every hydrogenic $ns$ state}

For $w=0$ the spherically symmetric bound states can be found in full. Write $E=-\kappa^2/2$ with $\kappa>0$, and $R(r)=e^{-\kappa r}P(r)$. Then
\begin{equation}
R'=e^{-\kappa r}(P'-\kappa P),\qquad
R''=e^{-\kappa r}(P''-2\kappa P'+\kappa^2P).
\end{equation}
The radial equation, multiplied by $-2$, is $R''+2R'/r+2ZR/r-\kappa^2R=0$. After substitution the $\kappa^2$ terms cancel. Multiplying by $r\,e^{\kappa r}$ gives
\begin{equation}
rP''+2P'-2\kappa rP'+2(Z-\kappa)P=0 .
\end{equation}
Now insert $P=\sum_k p_kr^k$ with $p_0\neq0$. The terms proportional to $r^k$ give
\begin{equation}
\left[k(k+1)+2(k+1)\right]p_{k+1}-\left[2\kappa k-2(Z-\kappa)\right]p_k=0,
\end{equation}
that is,
\begin{equation}
(k+1)(k+2)\,p_{k+1}=2\left[\kappa(k+1)-Z\right]p_k .
\label{eq:rec}
\end{equation}
If the series did not end, then $p_{k+1}/p_k$ would approach $2\kappa/k$ for large $k$. This is the ratio found in the series of $e^{2\kappa r}$, so $R$ would grow as $e^{\kappa r}$, apart from powers of $r$, and could not be normalized. The series must therefore end. If its last term is $k=n-1$, the bracket in (\ref{eq:rec}) vanishes there, so $\kappa=Z/n$ and $E=-Z^2/(2n^2)$, with $n=1,2,3,\dots$

The slope needs the first step of the recurrence alone. For $k=0$, equation (\ref{eq:rec}) gives $p_1/p_0=\kappa-Z=-Z(n-1)/n$. Hence
\begin{equation}
\frac{R'(0)}{R(0)}=-\kappa+\frac{p_1}{p_0}=-\frac Zn-\frac{Z(n-1)}{n}=-Z
\end{equation}
for every $n$. A higher state has a slower exponential, and the polynomial makes up the difference. In the $2s$ state, for example, $R\propto e^{-Zr/2}(1-Zr/2)$, and each factor contributes $-Z/2$. For $Z=3$ the shares are as follows.

\begin{center}
\begin{tabular}{ccccc}
State & $E$ (hartree) & Exponential & Polynomial & Sum ($a_0^{-1}$)\\
$1s$ & $-4.5000$ & $-3.00$ & $0.00$ & $-3.00$\\
$2s$ & $-1.1250$ & $-1.50$ & $-1.50$ & $-3.00$\\
$3s$ & $-0.5000$ & $-1.00$ & $-2.00$ & $-3.00$\\
$4s$ & $-0.2813$ & $-0.75$ & $-2.25$ & $-3.00$
\end{tabular}
\end{center}

The energy changes by a factor of 16 from the first row to the last, while the relative slope stays at $-3\,a_0^{-1}$, or $-5.669$ \AA$^{-1}$.

\section{A case where the average matters}

Keep $Z=3$ and add the potential $w=Fz\,e^{-r}$ with $F=4$ hartree/bohr. It is bounded. Its force along $z$ is $-Fe^{-r}(1-z^2/r)$, so within one bohr of the nucleus, where $z^2\le r^2<r$, it pushes the electron towards negative $z$. The lowest state was computed by diagonalizing the Hamiltonian in a basis of angular momenta $l=0$ to $3$, each with 24 radial functions of the form $e^{-3r}$ times a Laguerre polynomial. Its energy is $-4.587$ hartree.

Divided by $\psi(0)$, the slope at the nucleus is $-3.269$ along $+z$ and $-2.731$ along $-z$, in units of $a_0^{-1}$. The wavefunction falls more steeply on the side from which the electron is repelled. Neither slope equals $-Z$, but their mean is $(-3.269-2.731)/2=-3.000$. These two slopes were formed from the $l=0$ and $l=1$ parts of $\psi$ alone. Near the nucleus the radial equation for angular momentum $l\ge1$ is dominated by $R''+2R'/r-l(l+1)R/r^2$. A power $r^s$ makes this vanish when $s(s+1)=l(l+1)$, and the bounded choice is $s=l$. The parts with $l\ge2$ therefore have no slope at the nucleus. The $l=1$ part starts in proportion to $z$, adds opposite slopes along $+z$ and $-z$, and has zero spherical average. The mean of the two slopes is thus the slope of the $l=0$ part, which is the spherical average, and the computed result is that this slope equals $-Z$.

The two terms of (\ref{eq:int}), divided by $\psi(0)$ and evaluated by numerical quadrature, show how the limit is reached. All slopes are in $a_0^{-1}$.

\begin{center}
\begin{tabular}{cccc}
$r$ (bohr) & Coulomb term & Remainder & Slope $\bar\psi'(r)$\\
$0.4$ & $-1.4091$ & $0.5100$ & $-0.8991$\\
$0.04$ & $-2.7705$ & $0.1118$ & $-2.6587$\\
$0.004$ & $-2.9761$ & $0.0121$ & $-2.9640$
\end{tabular}
\end{center}

The size of the remainder near the nucleus can be predicted. Since $w$ vanishes at the origin, $\bar q\to E\psi(0)$, and to leading order in $r$ the remainder is $-\tfrac23Er$. At $r=0.004$ this gives $\tfrac23\times4.587\times0.004=0.0122$, close to the computed $0.0121$.

\section{Several electrons}

For an atom with several electrons, single out electron 1 and hold the others fixed. The Schr\"odinger equation again has the form (\ref{eq:se}) in the coordinates of electron 1, now with
\begin{equation}
q=\Bigl[E+\tfrac12\sum_{j\ge2}\nabla_j^2+\sum_{j\ge2}\frac{Z}{r_j}-\sum_{i<j}\frac1{r_{ij}}\Bigr]\psi .
\end{equation}
If the other electrons sit at distinct points away from the nucleus, every potential in the bracket stays finite as $r_1\to0$. We assume in addition that the derivatives $\nabla_j^2\psi$ stay bounded there. Then $q$ is bounded, and both derivations apply at each such arrangement, the first again with its assumption on $\bar\psi''$. The average is taken over the directions of electron 1 alone. The argument does not cover a second electron that approaches the nucleus at the same time, because $Z/r_2$ and $1/r_{12}$ are then unbounded.

A simple model shows the repulsion at work. Two electrons with $Z=3$ are described by functions of $r_1$ and $r_2$ alone, and they are coupled by the positive, bounded potential $1/\sqrt{1+r_1^2+r_2^2}$, which stands in for the repulsion. This is not the Coulomb repulsion of a real atom: it does not depend on the distance between the electrons, and it pushes each one away from the nucleus with a force that depends on both radii and vanishes at the nucleus; on electron 1 this force is $r_1/(1+r_1^2+r_2^2)^{3/2}$. Diagonalization in products of 20 Laguerre functions per electron gives a ground-state energy of $-8.202$ hartree, against $-9$ hartree without repulsion. With electron 2 held at $0.5$ or at $1.0$ bohr, the relative slope for electron 1 at the nucleus is $-3.000\,a_0^{-1}$ in both cases. In this model the repulsion shifts the energy by $0.798$ hartree and leaves the cusp unchanged. The size of the shift belongs to the model: with the true repulsion $1/r_{12}$ and $Z=3$ the ground-state energy is $-7.280$ hartree, a shift of $1.720$ hartree.
